# Resistance of a circular contact from ballistic to diffusive transport: test program

```python
# Resistance of a circular hole (radius a) in a thin insulating screen in a metal.
# Result under test:  R = R_S + gamma(K) R_M,  K = l/a,  l = mean free path,
#   1/R_S = (2e^2/h) kF^2 A/(4 pi),  A = pi a^2   (ballistic, Sharvin)
#   R_M = rho/(2a)                               (diffusive, Maxwell)
#   gamma -> 1 for K -> 0,  gamma -> 64/(9 pi^2) for K -> infinity.
# Model: spherical Fermi surface, isotropic elastic scattering, specular screen.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ellipkm1, j1

pi = np.pi
gamma_ballistic = 64 / (9 * pi**2)


def state_sums(n_fermi=100, delta=0.1):
    """Conductance per area and sigma/tau from discrete k states.

    Atomic units, kF = 1, periodic box of side 2 pi n_fermi with k points
    shifted by half a spacing; energy derivative by central difference."""
    k = (np.arange(int(1.07 * n_fermi)) + 0.5) / n_fermi
    k_squared = (k[:, None, None]**2 + k[None, :, None]**2
                 + k[None, None, :]**2)
    kz = np.broadcast_to(k[None, None, :], k_squared.shape)
    e_fermi = 0.5
    shell = ((k_squared < 2 * e_fermi * (1 + delta))
             & (k_squared >= 2 * e_fermi * (1 - delta)))
    volume = (2 * pi * n_fermi)**3
    width = 2 * delta * e_fermi
    kz_shell = kz[shell]
    conductance = 2 * 4 * kz_shell.sum() / volume / width   # kz > 0: 4 octants
    sigma_over_tau = 2 * 8 * (kz_shell**2).sum() / volume / width
    return conductance, sigma_over_tau


def maxwell_resistance(panels=40):
    """Solve for the flux through an equipotential disc, a = rho = V = 1.

    r = sin t; flux density = c(t)/cos t with c constant on each panel."""
    x, w = np.polynomial.legendre.leggauss(16)
    x, w = (x + 1) / 2, w / 2
    edges = np.linspace(0, pi / 2, panels + 1)
    h = edges[1] - edges[0]
    centre = edges[:-1] + h / 2

    def kernel(r, r_source):
        total = r + r_source
        return (r_source * 4 / total
                * ellipkm1(((r - r_source) / total)**2) / (2 * pi))

    source = np.sin(edges[:-1, None] + h * x)
    matrix = h * (kernel(np.sin(centre)[:, None, None], source[None])
                  * w).sum(axis=-1)
    for i, t in enumerate(centre):      # log singularity: split and stretch
        matrix[i, i] = sum(
            (kernel(np.sin(t), np.sin(t + sign * h / 2 * x**2))
             * h * x * w).sum() for sign in (-1, 1))
    c = np.linalg.solve(matrix, np.full(panels, 0.5))
    current = 2 * pi * (c * (np.cos(edges[:-1]) - np.cos(edges[1:]))).sum()
    return 1 / current, c


def solid_angle_integral(nodes=40, n_phi=720):
    """Integral of (solid angle of unit disc)^2 over the half-space z > 0."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    x, w = (x + 1) / 2, w / 2
    phi = (np.arange(n_phi) + 0.5) * 2 * pi / n_phi
    total = 0.0
    for outer in (False, True):
        for xi, wi in zip(x, w):
            r = 1 / xi if outer else xi
            measure = xi**-4 if outer else xi**2
            z = (r * x)[:, None]
            s = (r * np.sqrt(1 - x**2))[:, None]
            d2 = 1 + s**2 - 2 * s * np.cos(phi)
            omega = ((1 - z / np.sqrt(z**2 + d2))
                     * (1 - s * np.cos(phi)) / d2).mean(axis=1) * 2 * pi
            total += 2 * pi * wi * measure * (w * omega**2).sum()
    return total


def walk_gamma(K, walkers, rng):
    """gamma(K) and its standard error from random walks, a = 1, l = K.

    z is the distance from the screen; side = +1 on the launch side.
    Walks stop at a collision beyond r_stop, where the potential is
    side*(1/2 - B/r) with B fixed by the current itself."""
    r_stop = 5 * max(1.0, K)
    radius = np.sqrt(rng.random(walkers))
    x, y, z = radius, np.zeros(walkers), np.zeros(walkers)
    side = np.ones(walkers)
    cos_t = np.sqrt(rng.random(walkers))            # cosine-law launch
    end_side, end_inverse_r = [], []
    while x.size:
        sin_t = np.sqrt(1 - cos_t**2)
        phi = 2 * pi * rng.random(x.size)
        ux, uy = sin_t * np.cos(phi), sin_t * np.sin(phi)
        step = K * rng.standard_exponential(x.size)
        z_new = z + step * cos_t
        hit = np.flatnonzero(z_new < 0)
        t = -z[hit] / cos_t[hit]
        through = ((x[hit] + t * ux[hit])**2
                   + (y[hit] + t * uy[hit])**2) < 1
        side[hit[through]] *= -1
        x, y, z = x + step * ux, y + step * uy, np.abs(z_new)
        r2 = x * x + y * y + z * z
        done = r2 > r_stop**2
        end_side.append(side[done])
        end_inverse_r.append(1 / np.sqrt(r2[done]))
        keep = ~done
        x, y, z, side = x[keep], y[keep], z[keep], side[keep]
        cos_t = 2 * rng.random(x.size) - 1
    s = np.concatenate(end_side)
    s_over_r = s * np.concatenate(end_inverse_r)
    c = 3 / (4 * K)
    ratio = (1 + c * s_over_r.mean()) / s.mean()    # R / R_S
    error = np.std(c * s_over_r - ratio * s) / (s.mean() * np.sqrt(walkers))
    factor = 8 * K / (3 * pi)                       # R_S / R_M
    return factor * (ratio - 1), factor * error


# Sharvin conductance and Drude conductivity against sums over states
g_sum, sigma_sum = state_sums()
g_formula = (1 / pi) * 1 / (4 * pi)                 # 2e^2/h = 1/pi, kF = A = 1
sigma_formula = 1 / (3 * pi**2)
assert abs(g_sum / g_formula - 1) < 0.01            # finite-box noise
assert abs(sigma_sum / sigma_formula - 1) < 0.01

# Maxwell resistance and flux profile against the integral equation
r_disc, profile = maxwell_resistance()
assert abs(r_disc / 0.5 - 1) < 2e-3
assert np.max(np.abs(pi * profile - 1)) < 0.02

# First-collision correction against geometric quadrature
omega2 = solid_angle_integral()
omega2_formula = 16 * pi**2 / 3
assert abs(omega2 / omega2_formula - 1) < 5e-3
bessel = quad(lambda u: (j1(u) / u)**2, 1e-12, 200, limit=1000)[0]
assert abs(bessel - 4 / (3 * pi)) < 1e-4
gamma_quadrature = omega2 / (2 * pi**3) * 8 / (3 * pi)
assert abs(gamma_quadrature - gamma_ballistic) < 5e-3

# Full Boltzmann solution near the ballistic limit
rng = np.random.default_rng(12345)
gamma_20, error_20 = walk_gamma(20.0, 400000, rng)
assert abs(gamma_20 - gamma_ballistic) < 4 * error_20 + 0.02  # O(1/K) remainder

# Copper as a free-electron metal; two rough measured inputs
lattice = 0.36e-9                                   # m
rho = 17e-9                                         # ohm m
density = 4 / lattice**3                            # fcc, one electron per atom
k_fermi = (3 * pi**2 * density)**(1 / 3)
rho_l = 3 * pi**2 * const.hbar / (const.e**2 * k_fermi**2)
mfp = rho_l / rho
r_quantum = const.h / (2 * const.e**2)

print("TESTS (computed / formula)")
print(f"Sharvin conductance, state sum ratio: {g_sum / g_formula:.4f}")
print(f"Drude conductivity, state sum ratio: {sigma_sum / sigma_formula:.4f}")
print(f"Maxwell R a/rho, integral equation: {r_disc:.5f}")
print(f"solid-angle integral / a^3: {omega2:.3f}, formula {omega2_formula:.3f}")
print(f"integral of (J1/x)^2: {bessel:.5f}, 4/(3 pi) = {4 / (3 * pi):.5f}")
print(f"gamma(inf) = 64/(9 pi^2): {gamma_ballistic:.4f}")
print(f"gamma(inf) from quadrature: {gamma_quadrature:.4f}")
print(f"often quoted 9 pi^2/128: {9 * pi**2 / 128:.4f}")
print(f"gamma(K=20), random walks: {gamma_20:.3f} +- {error_20:.3f}")
print("COPPER MODEL")
print(f"lattice constant (rough input): {lattice * 1e9:.2f} nm")
print(f"resistivity (rough input): {rho * 1e9:.0f} nohm m")
print(f"electron density: {density * 1e-27:.2f} nm^-3")
print(f"kF: {k_fermi * 1e-9:.2f} nm^-1")
print(f"rho*l: {rho_l * 1e18:.1f} ohm nm^2")
print(f"mean free path l: {mfp * 1e9:.1f} nm")
print(f"h/(2e^2): {r_quantum:.1f} ohm")
print(f"radius where R_S = R_M: {8 * mfp / (3 * pi) * 1e9:.1f} nm")

gammas = []
for a_nm, walkers in ((10, 400000), (30, 400000), (100, 200000)):
    a = a_nm * 1e-9
    K = mfp / a
    modes = k_fermi**2 * pi * a**2 / (4 * pi)
    r_s = r_quantum / modes
    r_m = rho / (2 * a)
    gamma, error = walk_gamma(K, walkers, rng)
    r_total = r_s + gamma * r_m
    plain = r_s + r_m
    constant = r_s + gamma_ballistic * r_m
    assert abs(r_s / (4 * rho * mfp / (3 * pi * a**2)) - 1) < 1e-10
    assert 0.6 < gamma < 1 + 4 * error
    assert 0 < plain / r_total - 1 < 0.2
    gammas.append(gamma)
    print(f"CONTACT a = {a_nm} nm: K = {K:.3f}, kF a = {k_fermi * a:.1f}")
    print(f"  kF^2 A/(4 pi) = {modes:.1f}, G_S = {1 / r_s:.4f} S")
    print(f"  R_S = {r_s:.4f} ohm, R_M = {r_m:.4f} ohm")
    print(f"  gamma = {gamma:.3f} +- {error:.3f}")
    print(f"  R = {r_total:.4f} +- {error * r_m:.4f} ohm")
    print(f"  R_S + R_M = {plain:.4f} ohm, "
          f"excess over R {100 * (plain / r_total - 1):.1f} %")
    print(f"  R_S + gamma(inf) R_M = {constant:.4f} ohm, "
          f"off by {100 * (constant / r_total - 1):.1f} %")
assert gammas[2] > gammas[0]                        # gamma rises towards 1

print("tests ok")
```

Running it gives:

```
TESTS (computed / formula)
Sharvin conductance, state sum ratio: 1.0002
Drude conductivity, state sum ratio: 1.0014
Maxwell R a/rho, integral equation: 0.50000
solid-angle integral / a^3: 52.638, formula 52.638
integral of (J1/x)^2: 0.42441, 4/(3 pi) = 0.42441
gamma(inf) = 64/(9 pi^2): 0.7205
gamma(inf) from quadrature: 0.7205
often quoted 9 pi^2/128: 0.6940
gamma(K=20), random walks: 0.739 +- 0.008
COPPER MODEL
lattice constant (rough input): 0.36 nm
resistivity (rough input): 17 nohm m
electron density: 85.73 nm^-3
kF: 13.64 nm^-1
rho*l: 653.7 ohm nm^2
mean free path l: 38.5 nm
h/(2e^2): 12906.4 ohm
radius where R_S = R_M: 32.6 nm
CONTACT a = 10 nm: K = 3.845, kF a = 136.4
  kF^2 A/(4 pi) = 4652.2, G_S = 0.3605 S
  R_S = 2.7743 ohm, R_M = 0.8500 ohm
  gamma = 0.765 +- 0.004
  R = 3.4249 +- 0.0038 ohm
  R_S + R_M = 3.6243 ohm, excess over R 5.8 %
  R_S + gamma(inf) R_M = 3.3867 ohm, off by -1.1 %
CONTACT a = 30 nm: K = 1.282, kF a = 409.2
  kF^2 A/(4 pi) = 41869.5, G_S = 3.2441 S
  R_S = 0.3083 ohm, R_M = 0.2833 ohm
  gamma = 0.826 +- 0.004
  R = 0.5423 +- 0.0011 ohm
  R_S + R_M = 0.5916 ohm, excess over R 9.1 %
  R_S + gamma(inf) R_M = 0.5124 ohm, off by -5.5 %
CONTACT a = 100 nm: K = 0.385, kF a = 1364.1
  kF^2 A/(4 pi) = 465217.1, G_S = 36.0454 S
  R_S = 0.0277 ohm, R_M = 0.0850 ohm
  gamma = 0.905 +- 0.008
  R = 0.1047 +- 0.0007 ohm
  R_S + R_M = 0.1127 ohm, excess over R 7.7 %
  R_S + gamma(inf) R_M = 0.0890 ohm, off by -15.0 %
tests ok
```
